# From bond couplings to micromagnetic constants on a triangular monolayer

## Problem

Magnetic atoms form a flat triangular lattice with nearest-neighbour spacing \(a\). Their magnetic state is described by unit vectors \(\mathbf S_i\), and the energy is

\[
E=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j
+d\sum_{\langle ij\rangle}(\hat{\mathbf z}\times\mathbf u_{ij})\cdot(\mathbf S_i\times\mathbf S_j).
\]

Here \(\langle ij\rangle\) means that each nearest-neighbour bond appears once, \(\mathbf u_{ij}\) is the unit vector from \(i\) to \(j\), and \(\hat{\mathbf z}\) is the layer normal. It does not matter which end of a bond is called \(i\): exchanging the ends reverses both \(\mathbf u_{ij}\) and \(\mathbf S_i\times\mathbf S_j\), so their product is unchanged.

A micromagnetic calculation replaces the atoms by a film of thickness \(t\) with a smooth unit field \(\mathbf m(x,y)\) and the energy density

\[
w=A|\nabla\mathbf m|^2+D\left[m_z\nabla\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z\right],
\]

where \(|\nabla\mathbf m|^2=|\partial_x\mathbf m|^2+|\partial_y\mathbf m|^2\). Find \(A\) and \(D\) in terms of \(J\), \(d\), \(a\) and \(t\). Evaluate them for \(J=30\) meV, \(d=1.5\) meV, \(a=0.27\) nm and \(t=0.20\) nm.

## A tempting solution

Each atom has six neighbours, at angles that are multiples of 60°. For a neighbour in direction \(\mathbf u\), the exchange energy above that of parallel spins is

\[
J(1-\mathbf S_i\cdot\mathbf S_j)=\frac J2|\mathbf S_j-\mathbf S_i|^2\simeq\frac{Ja^2}{2}|(\mathbf u\cdot\nabla)\mathbf m|^2 .
\]

Over the six directions \(\sum u_\alpha u_\beta=3\delta_{\alpha\beta}\), so the energy per atom is \(\tfrac32Ja^2|\nabla\mathbf m|^2\). Each atom occupies the area \(\sqrt3a^2/2\) and the volume \(\sqrt3a^2t/2\). Division gives

\[
A_{\rm wrong}=\frac{\sqrt3J}{t},\qquad D_{\rm wrong}=\frac{2\sqrt3\,d}{at},
\]

the second by the same count applied to the chiral term.

## Where it fails

The expansion and the cell volume are right; the count is not. A bond joins two atoms. If every atom is charged with the full energy of its six bonds, the sum over atoms contains each bond twice, whereas the given energy contains it once. A layer of \(N\) atoms, edges aside, has \(6N/2=3N\) bonds. The uniform state shows the fault without any gradients: its exchange energy is \(-3J\) per atom, but the six-neighbour count gives \(-6J\).

The ratio \(D/A\) does not reveal the error, because both constants are doubled. A spiral period that depends on this ratio alone comes out right. Quantities that set \(A\) or \(D\) against another energy, such as anisotropy, come out wrong.

The doubled formulas do belong to a different definition of the couplings, in which the energy is summed over ordered pairs, \(i\) and \(j\) both running over all atoms, with no factor \(1/2\). Couplings must therefore be taken together with their sum. Spin length matters too: if the exchange is written \(-\tilde J\,\mathbf s_i\cdot\mathbf s_j\) with vectors of length \(S\), then \(J=\tilde JS^2\), and \(d\) is rescaled in the same way.

## Correct solution

**Bonds and directions.** Assign to each atom the three bonds that leave it along

\[
\mathbf u_1=(1,0),\quad
\mathbf u_2=\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\mathbf u_3=\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right).
\]

The three opposite bonds belong to the neighbours. Now

\[
\sum_b u_{b,x}^2=1+\tfrac14+\tfrac14=\tfrac32,\quad
\sum_b u_{b,y}^2=\tfrac34+\tfrac34=\tfrac32,\quad
\sum_b u_{b,x}u_{b,y}=-\tfrac{\sqrt3}{4}+\tfrac{\sqrt3}{4}=0,
\]

so that

\[
\sum_{b=1}^3u_{b,\alpha}u_{b,\beta}=\tfrac32\delta_{\alpha\beta}.
\]

This is why the leading continuum energy has no preferred direction in the plane.

**Expansion about the bond centre.** Write \(\partial_u=\mathbf u\cdot\nabla\) and take all derivatives at the midpoint of the bond. The two spins are

\[
\mathbf S_{j,i}=\mathbf m\pm\frac a2\partial_u\mathbf m+\frac{a^2}{8}\partial_u^2\mathbf m\pm\dots
\]

with the upper sign for \(j\). Both \(\mathbf S_j-\mathbf S_i\) and \(\mathbf S_i\times\mathbf S_j\) change sign when the ends are exchanged, that is, when \(a\to-a\). They therefore contain odd powers of \(a\) only:

\[
\mathbf S_j-\mathbf S_i=a\,\partial_u\mathbf m+O(a^3),\qquad
\mathbf S_i\times\mathbf S_j=a\,\mathbf m\times\partial_u\mathbf m+O(a^3).
\]

In the cross product, the coefficient of \(a\) is \(\tfrac12\mathbf m\times\partial_u\mathbf m-\tfrac12\partial_u\mathbf m\times\mathbf m=\mathbf m\times\partial_u\mathbf m\). For a texture of size \(R\) the first neglected terms are smaller by a factor of order \((a/R)^2\). The midpoints of the bonds in one direction form a triangular lattice with one point per cell, so for a smooth texture the sum over them becomes an integral divided by the cell area.

**Exchange.** Since the spins have unit length, \(1-\mathbf S_i\cdot\mathbf S_j=\tfrac12|\mathbf S_j-\mathbf S_i|^2\). Apart from the constant \(-3J\), the energy per atom is

\[
\frac{Ja^2}{2}\sum_b|\partial_{u_b}\mathbf m|^2
=\frac{Ja^2}{2}\cdot\frac32|\nabla\mathbf m|^2
=\frac34Ja^2|\nabla\mathbf m|^2 .
\]

Dividing by the volume per atom gives

\[
A=\frac{3Ja^2/4}{\sqrt3a^2t/2}=\frac{3J}{2\sqrt3\,t}=\frac{\sqrt3J}{2t}.
\]

**Chiral term.** The energy per atom is

\[
da\sum_b(\hat{\mathbf z}\times\mathbf u_b)\cdot(\mathbf m\times\partial_{u_b}\mathbf m)
=\frac32da\sum_{\beta=x,y}(\hat{\mathbf z}\times\mathbf e_\beta)\cdot(\mathbf m\times\partial_\beta\mathbf m).
\]

The identity \((\mathbf p\times\mathbf q)\cdot(\mathbf r\times\mathbf s)=(\mathbf p\cdot\mathbf r)(\mathbf q\cdot\mathbf s)-(\mathbf p\cdot\mathbf s)(\mathbf q\cdot\mathbf r)\) turns each term into \(m_z\partial_\beta m_\beta-m_\beta\partial_\beta m_z\). Summed over \(\beta\), this is the bracket in \(w\), with a plus sign. Hence

\[
D=\frac{3da/2}{\sqrt3a^2t/2}=\frac{3d}{\sqrt3\,at}=\frac{\sqrt3\,d}{at}.
\]

If the lattice term is written with \(-d\), \(D\) changes sign. The layer itself determines \(At=\sqrt3J/2\) and \(Dt=\sqrt3d/a\). The thickness is a convention for a monolayer, and any volume anisotropy must use the same \(t\).

**Other directions of the chiral vector.** Suppose the bond vector lies along the bond, so that the term is \(d\,\mathbf u_{ij}\cdot(\mathbf S_i\times\mathbf S_j)\). The same steps give \(D\sum_\beta\mathbf e_\beta\cdot(\mathbf m\times\partial_\beta\mathbf m)=-D\,\mathbf m\cdot(\nabla\times\mathbf m)\): the same coefficient, but a different preferred texture. A component along \(\hat{\mathbf z}\), equal on the three bonds directed along \(\mathbf u_1,\mathbf u_2,\mathbf u_3\), contributes nothing at first order, because \(\sum_b\mathbf u_b=0\).

## Numbers

The cell area is \(\sqrt3(0.27)^2/2=0.0631\) nm², and the volume per atom is \(0.01263\) nm³. The constants are

\[
A=\frac{1.732\times30}{2\times0.20}=129.9\ \text{meV/nm},\qquad
D=\frac{1.732\times1.5}{0.27\times0.20}=48.1\ \text{meV/nm}^2 .
\]

In other units, \(A=20.8\) pJ/m \(=2.08\times10^{-6}\) erg/cm and \(D=7.71\) mJ/m² \(=7.71\) erg/cm².

### A spiral

Take \(\mathbf m=(\sin qx,0,\cos qx)\). Then \(|\nabla\mathbf m|^2=q^2\), and the chiral bracket is \(q\cos^2qx+q\sin^2qx=q\). Thus \(w=Aq^2+Dq\), with its minimum at \(q=-D/(2A)\). Without anisotropy the period is

\[
L=\frac{4\pi A}{D}=\frac{2\pi Ja}{d}=33.93\ \text{nm}.
\]

The thickness has cancelled, and so would the factor 2 of the wrong solution.

The lattice energy of this spiral can be written out. With \(\xi=|q|a\), \(q<0\) and \(x\) along a bond, it is, per atom,

\[
J\left[(1-\cos\xi)+2\left(1-\cos\tfrac\xi2\right)\right]-d\left[\sin\xi+\sin\tfrac\xi2\right].
\]

Expanding to the next order gives \(J(\tfrac34\xi^2-\tfrac3{64}\xi^4)-d(\tfrac32\xi-\tfrac3{16}\xi^3)\). Setting the derivative to zero gives

\[
\xi\left(1-\tfrac18\xi^2\right)=\frac dJ\left(1-\tfrac38\xi^2\right),\qquad
\xi\simeq\frac dJ\left[1-\frac14\left(\frac dJ\right)^2\right].
\]

Since \(d/J=0.05\), the lattice lengthens the period by about 0.06%. Numerical minimization of the full lattice expression gives 33.95 nm.

### A domain wall

Add a uniaxial energy \(k\sin^2\theta\) per atom, where \(\theta\) is the angle from \(\hat{\mathbf z}\) and \(k=0.40\) meV. Its density is \(K\sin^2\theta\), with \(K=0.40/0.01263=31.7\) meV/nm³. For spins in the \(xz\) plane with \(\theta=\theta(x)\),

\[
w=A\theta'^2+D\theta'+K\sin^2\theta .
\]

Consider a wall in which \(\theta\) falls from \(\pi\) to 0. Completing the square gives

\[
A\theta'^2+K\sin^2\theta=\left(\sqrt A\,\theta'+\sqrt K\sin\theta\right)^2-2\sqrt{AK}\,\theta'\sin\theta .
\]

The square vanishes for \(\theta'=-\sin\theta/\Delta\), with \(\Delta=\sqrt{A/K}=2.03\) nm. The last term integrates to \(4\sqrt{AK}\), and \(D\theta'\) integrates to \(-\pi D\). The wall energy per area is therefore

\[
\sigma=4\sqrt{AK}-\pi D=256.6-151.1=105.5\ \text{meV/nm}^2 .
\]

If \(\theta\) instead rises from 0 to \(\pi\) within the same plane, the chiral part changes sign and \(\sigma=407.8\) meV/nm². Minimizing the lattice energy over the angles of successive atomic columns, with the wall normal along a bond, the end spins fixed and all spins confined to the \(xz\) plane, gives 105.5 and 407.4 meV/nm². The second wall exists only under this constraint: if the spins may leave the plane, it lowers its energy by rotating toward the favoured sense. The continuum works well here because \(a/\Delta\) is only 0.13.

Straight walls of the favoured sense cost energy as long as \(D<4\sqrt{AK}/\pi=81.7\) meV/nm². The present ratio to this limit is 0.59, so the uniform state does not gain energy by breaking up into such walls. With \(K\) held fixed, the wrong constants would give \(\sigma=\sqrt2\times256.60-2\times151.15=60.6\) meV/nm², which is 43% too low, and would raise the ratio to \(0.59\sqrt2=0.83\). The double count thus makes the uniform state look much closer than it is to the point where walls lower the energy.

### A skyrmion-shaped texture

Walls and spirals vary in one direction. For a texture that varies in two, take a radial profile with \(\tan(\theta/2)=(R/r)\exp[-r^2/(2R^2)]\) and in-plane spins pointing outward. The centre points down and the surroundings up. This is a trial shape, not an equilibrium skyrmion.

For \(R=24a\), summing the lattice bonds gives an exchange energy of 784.8 meV and a chiral energy of \(-950.9\) meV. Numerical integration of \(tw\) over the plane gives 785.3 and \(-951.8\) meV. Relative to the continuum values, the differences are 0.06% and 0.10%. At \(R=12a\) both relative differences are four times as large, as expected for corrections of order \((a/R)^2\). For a core only a few atoms wide these corrections are no longer negligible, and the lattice energy should be used.

## Comparison with real layers

The parameters are round numbers in the rough regime of a transition-metal monolayer on a heavy-metal substrate; they describe no particular material. The value of \(D\) is large beside the roughly 1 mJ/m² typical of magnetic films about a nanometre thick on heavy metals. Part of the reason is the small \(t\): if the chiral coupling resides in one interface layer and \(Dt\) stays fixed, a 1 nm film would have \(D=7.71\times0.20=1.5\) mJ/m². In real metals couplings beyond the nearest neighbours can also matter. Second neighbours lie at distance \(\sqrt3a\), again with three bonds per atom, and their contributions carry the factors 3 for exchange and \(\sqrt3\) for the chiral term. Second-neighbour couplings of 5% of the first, with the same signs, would raise \(A\) by 15% and \(D\) by 8.7%; opposite signs would lower them by as much. The 5% is only an illustration. Third neighbours, at distance \(2a\), carry the factors 4 and 2. In some iron layers on heavy metals the second and third shells are antiferromagnetic and strong enough to cancel much of \(A\); there the nearest-neighbour formulas do not apply, and all shells must be summed.

The magnetic dipole energy was also left out. In Gaussian units, for a moment \(\mu\) per atom, a uniform state along the normal costs more than one in the plane by \(\tfrac34\mu^2\sum_j r_j^{-3}\) per atom, where the sum runs over all other atoms. For \(\mu\) equal to two Bohr magnetons the lattice sum gives 0.090 meV, or 23% of \(k\). Treated as a local reduction of \(k\) to 0.310 meV, which is an approximation for a non-uniform state, it lowers \(4\sqrt{AK}\) by the factor \(\sqrt{0.310/0.40}=0.88\). In this local approximation the favoured wall energy falls to about 75 meV/nm². For wide domains the long-range part of the dipole interaction, which the approximation omits, lowers the wall energy further, by an amount that grows logarithmically with the domain width. Here the gain is about 1.1 meV/nm² for each factor \(e\) in the width, and the magnetic charges of the in-plane part of the wall cost about 0.75 meV/nm², so the net change is a few meV/nm² for widths up to micrometres. The conversion of \(J\) and \(d\) is unaffected.

Temperature matters more for the constants themselves. A small transverse tilt of wavevector \(\mathbf q\) has the stiffness \(\varepsilon_q=2k+2J\sum_b[1-\cos(a\mathbf q\cdot\mathbf u_b)]\), here with the reduced \(k\). A spin of angular momentum \(\hbar S\) precesses with \(\hbar\omega_q=\varepsilon_q/S\), and two Bohr magnetons correspond to \(S=1\) when the moment is of spin origin. Averaging the Bose occupation of these modes numerically over the Brillouin zone gives a magnetization loss of 2.5% at 77 K and 15% at 300 K, with interactions between magnons neglected. The loss at 300 K is probably somewhat larger, because interactions between magnons soften the modes. In a mean-field estimate \(A\) and \(D\) scale as the square of the magnetization, which would lower both by about 5% at 77 K and by about 28% at 300 K. This estimate treats neighbouring spins as fluctuating independently. In long-wave magnons they tilt almost together, so the estimate overstates the reduction of both \(A\) and \(D\). The free energy of a long spiral with non-interacting magnons gives a reduction close to that of the magnetization itself, about 2.5% at 77 K and 16% at 300 K for both constants, roughly half the mean-field figures. The values found above are therefore low-temperature constants. For a room-temperature device they have to be reduced, the anisotropy falls with temperature as well, and a reliable amount needs a calculation that keeps the correlation between neighbouring spins and the interaction between magnons. Many real monolayers order only below room temperature, so the 300 K figures describe this model, not monolayers in general.
